Quantized zero-energy Andreev reflection in one spin-resolved channel, part 2

An electron arrives through a single spin-resolved channel at a grounded, gapped superconductor. R_ee(E) and R_he(E) are the probabilities that it returns as an electron or as a hole, at energy E measured from the Fermi level. If quasiparticles do not interact and can leave at E = 0 only through the lead, the theorem of the first half states

R_he(0) = 0 or 1.

The value can switch only if the gap closes or a zero mode decouples from the open channel. For N channels, A = r_ee and B = r_he at E = 0 are N × N matrices of reflection amplitudes. Then AᵀB is antisymmetric, which for N > 1 does not force quantization.

The model of the first half couples the lead to one self-conjugate bound mode of amplitude b. The coupling is κ = |κ|e^{iφ}, the velocity in the lead is v, and Γ = |κ|²/ħv. With incoming electron and hole amplitudes u_in and w_in,

(E + iΓ) b = κ* u_in − κ w_in,

r_ee = 1 − iΓ/(E + iΓ) = E/(E + iΓ),

r_he = iΓ e^{−2iφ}/(E + iΓ),

R_he = Γ²/(E² + Γ²).

With the Fermi function f, the linear conductance is

G = (e²/h) ∫ dE [−f′(E)] F(E), F(E) = 1 − R_ee(E) + R_he(E).

At zero temperature, G = (2e²/h) R_he(0).

The superconducting wire has the Hamiltonian

𝓗 = (ξ + αkσy + Vσx)τz − Δσyτy, with ξ = ħ²k²/2m − μ.

Here k is the wave number along the wire, m the mass, α the Rashba strength, V the Zeeman energy, Δ > 0 the induced pairing and μ the chemical potential. The Pauli matrices σ act on spin and τ on electron and hole components. Particle-hole conjugation is complex conjugation followed by τx. For nonzero α and Δ, the gap closes only at k = 0, when

V² = Δ² + μ².

It remains to find which side of this boundary has R_he(0) = 1. Energies are in meV, lengths in nm, and mₑ is the electron mass.

### Which side reflects holes

On the side V² < Δ² + μ², the parameters can be moved without closing the gap to V = 0 and then to a strongly negative μ. The band is now empty. Pairing can be removed from the section and the junction while the empty section stays gapped. Nothing converts electrons into holes, so R_he(0) = 0. This argument takes a path that meets no decoupled zero mode.

For the other side, consider a wall near k = 0 at μ = 0 and neglect the k² term. Put k = −i d/dx. The zero-energy equation is

−iασyτz Φ′ + (Vσxτz − Δσyτy)Φ = 0.

Multiply by σyτz, using σyσx = −iσz and τzτy = −iτx:

−iαΦ′ − iVσzΦ + iΔτxΦ = 0,

Φ′ = [(−Vσz + Δτx)/α]Φ.

For α > 0, the component with σz = τx = 1 obeys Φ′ = −[(V − Δ)/α]Φ. It decays to both sides if V > Δ on the right and V < Δ on the left. Of the other components, σz = τx = −1 grows on both sides, and the two with opposite signs have rates ±(V + Δ)/α that do not change sign at the wall. There is one bound mode. Its spinor (1, 0, 1, 0) is self-conjugate under τx and complex conjugation.

Place a short segment with V < Δ between the lead and a long section with V > Δ. The wall mode is coupled to the lead through the segment, which is the model of the first half, and R_he(0) = 1. Shrinking the segment cannot change this value unless a zero mode decouples. The wall calculation is a leading-order one, valid near the gap closing, so the assignment was also tested on the full lattice wire described next.

### A PbTe wire with one valley

PbTe has four equivalent conduction-band valleys, so a wire made from it need not have one channel. Wire direction and cross section must separate them. Take the wire axis x along [111], a width of 40 nm along y = [1−10] and a thickness of 20 nm along z = [11−2], with hard walls. Rough masses are 0.24 mₑ along a valley axis and 0.024 mₑ across it.

The valley along [11−1] has direction cosines (1/3, 0, √8/3). In units of 1/mₑ, its inverse masses are

w_yy = 1/0.024 = 41.67,

w_zz = (1/9)/0.024 + (8/9)/0.24 = 8.33,

w_xx = (8/9)/0.024 + (1/9)/0.24 = 37.50,

w_xz = (√8/9)(1/0.24 − 1/0.024) = −11.79.

With ħ²π²/2mₑ = 376 meV nm², the confinement energy is

376 × (41.67/40² + 8.33/20²) = 17.6 meV.

The motions along x and z are coupled. Completing the square gives

w_xx k_x² + 2w_xz k_xk_z + w_zz k_z² = w_zz(k_z + w_xz k_x/w_zz)² + (w_xx − w_xz²/w_zz)k_x².

The shift of k_z is removed by a phase factor that depends on z and leaves the wave function zero at the walls. The inverse mass along the wire is 37.50 − 11.79²/8.33 = 20.8, so m = 0.048 mₑ.

Diagonalizing the confinement problem for all four valleys places the next one 16.4 meV higher. Enlarging the basis from 10 to 16 functions per direction moves this separation by less than 0.01 meV. The second level of the lowest valley lies 3 × 376 × 8.33/20² = 23.5 meV above its first. Both separations are far larger than the pairing and Zeeman energies used below. The 10 meV barrier introduced below is not small beside them, so describing it with one mode is a rough model.

Take a rough g factor of 20 and a field of 1 T along the wire, which give V = 0.579 meV. The rough Rashba strength is α = 50 meV nm, and the pairing is chosen as Δ = 0.30 meV. The boundary lies at

μ_c = √(0.579² − 0.300²) = 0.495 meV.

The lead is the same wire without pairing, held at μ = 0. Its branches are ħ²k²/2m ± √(α²k² + V²). The upper one is positive for all k. The lower one vanishes when (ħ²/2m)²k⁴ − α²k² − V² = 0. The product of the two roots for k² is negative, so one root is positive, and there is one incoming and one outgoing electron mode.

Between lead and superconductor stands a barrier 10 meV high and 10 nm long. Waves were matched on a lattice of 5 nm spacing, at E = 0, to decaying waves in a semi-infinite superconductor. With the lead, field and barrier held fixed, a gate changes μ in the superconducting section:

μ = 0: gap 0.279 meV, R_he(0) = 1, G = 2e²/h = 77.48 μS.

μ = 1 meV: gap 0.225 meV, R_he(0) = 0, G = 0.

The same calculation gave R_he(0) = 1 at μ = ±0.4 meV and 0 at μ = ±0.6 meV and −1 meV, in agreement with the boundary.

A clean barrier might have hidden symmetries. It was therefore replaced by 20 random junctions, each 50 nm long, with random potentials, Zeeman vectors and complex pairing. With the section at μ = 0 and at 1 meV, the largest deviation of R_he(0) from the expected integer was 5.5 × 10⁻¹³. One of these junctions, at μ = 0 and E = 0.020 meV, had R_ee = 0.985 and R_he = 0.015. The charge current found from its wave function was 0.0306 per incident electron, equal to 1 − R_ee + R_he.

Raising the lead's chemical potential to 3 meV opens a second channel. With the section at μ = 1 meV, the same 20 junctions then gave a sum of Andreev probabilities between 0.014 and 1.961, with noninteger values. Antisymmetry of AᵀB held, but quantization did not.

### Width and temperature

At μ = 0, the reflection probability at E = 0.004 meV gives Γ = 0.0185 meV through the one-mode formula. At E = Γ the lattice calculation gives R_he = 0.499, where the formula gives 0.5. Halving the lattice spacing lowers Γ by 11 percent, and in the limit of zero spacing Γ is 0.016 meV. The quantized height does not depend on it.

Temperature averages the resonance over energy. For kT ≪ Γ, where F = 2R_he ≈ 2(1 − E²/Γ²), the thermal average of E² is needed. With x = E/kT, integration by parts and expansion of the Fermi function give

⟨x²⟩ = 4∫₀^∞ x dx/(eˣ + 1) = 4(1 − 1/4 + 1/9 − …) = π²/3.

Hence, to leading order,

G ≈ (2e²/h)[1 − (π²/3)(kT/Γ)²].

At 0.02 K, kT = 0.00172 meV, and the formula gives 2[1 − 3.29 × 0.093²] = 1.94 e²/h. Integration over the computed reflection probabilities gives 1.95 e²/h. At 0.10 K, where the expansion is no longer good, the integral gives 1.45 e²/h. These are values for the 5 nm lattice. In the continuous wire, where Γ is smaller, they fall to 1.93 and 1.37 e²/h.

### A wire with two ends

A finite wire has a second zero mode at its far end. Let the two modes be coupled by a splitting δ, with only the near one coupled to the lead:

E b₁ = κ*u_in − κw_in − iΓb₁ + iδb₂,

E b₂ = −iδb₁.

The second line gives b₂ = −iδb₁/E, so iδb₂ = δ²b₁/E. Compared with one mode, E is replaced by E − δ²/E:

R_he = Γ²E²/[(E² − δ²)² + Γ²E²].

For any nonzero δ this vanishes at E = 0 and reaches one at E = ±δ. The theorem still holds, but its answer has changed from 1 to 0. At δ = 0 the far mode is decoupled, which is the exception found above.

The dip reaches half height where δ² − E² = ΓE, that is, at

E_dip = [√(Γ² + 4δ²) − Γ]/2 ≈ δ²/Γ for δ ≪ Γ.

For a superconducting section of 620 nm, diagonalization of the isolated wire gives δ = 0.0175 meV. Scattering from the finite wire gives R_he(0) = 0 to numerical precision. At E = 0.0044, 0.0175 and 0.0525 meV it gives 0.083, 0.995 and 0.133; the formula gives 0.074, 1.000 and 0.136. The largest difference is 0.009 in probability, or 13 percent of the formula's value at that energy. The lattice spacing matters more: in the continuous wire the three probabilities at these energies are 0.062, 0.993 and 0.102.

The wall calculation predicts a decay length α/(V − Δ) = 50/0.279 = 179 nm for the part of the end mode near k = 0. Two further waves, with wave numbers ±0.064 nm⁻¹ near the outer Fermi points, happen to decay over almost the same length, 180 nm. They make δ oscillate with length as it decays. Between 600 and 700 nm it passes through zero twice, near 663 and 675 nm in the continuous wire (on the 5 nm lattice, between 660 and 665 nm and between 675 and 680 nm). The lengths used here have the largest splitting among those sampled every 20 nm, from 600 to 760 nm and from 1400 to 1560 nm. At 1400 nm the splitting has fallen to 2.1 × 10⁻⁴ meV and E_dip to 2.5 × 10⁻⁶ meV (2.3 × 10⁻⁴ and 3.4 × 10⁻⁶ meV in the continuous wire). At 0.02 K the thermal energy is more than 500 times larger than this dip, which is then averaged away: the continuous wire has G = 1.93 e²/h, as it does for infinite length. At 620 nm, E_dip = 0.0105 meV (0.0116 meV in the continuous wire) exceeds kT, and the suppression remains: the continuous wire has G = 0.07 e²/h at the same temperature. These values of E_dip come from the two-mode formula with the δ of the isolated wire. Read directly from the scattering in the continuous wire, the half height lies 6 to 9 percent lower, at 0.0108 meV for 620 nm and 3.1 × 10⁻⁶ meV for 1400 nm.

A plateau near 2e²/h in a finite wire thus requires

E_dip ≪ kT ≪ Γ.

If the temperature is lowered to zero at fixed length, the conductance finally goes to zero, unless δ happens to vanish at that length. The two-mode formula does not ask where the second mode sits. Two modes close together, with a small δ and one of them nearly decoupled from the lead, give the same curve. A conductance near 2e²/h at nonzero temperature does not by itself show that the modes lie at opposite ends.

### Loss inside the gap

States inside the gap can absorb quasiparticles and break unitarity. Represent this by a decay rate that replaces E by E + iη in the equation for b. At E = 0,

r_ee = η/(Γ + η), |r_he| = Γ/(Γ + η).

The probabilities no longer add to one, so the full expression for F is needed:

G = (e²/h)[(Γ + η)² − η² + Γ²]/(Γ + η)² = (2e²/h) Γ/(Γ + η).

For η = 0.001 meV this gives 2 × 0.0185/0.0195 = 1.90 e²/h. The lattice wire with the same η throughout its superconducting section also gives 1.90 e²/h. In the continuous wire, where Γ is smaller, the value is 1.88 e²/h.

### The model beside a real device

PbTe wires tens of nanometres thick, joined to a superconducting film and cooled to some hundredths of a kelvin, are the setting meant here. The masses and g factor are rough. The Rashba strength and barrier are less certain still, and Γ depends on both. Real devices break the assumptions of zero temperature, a clean gap and infinite length. On the 5 nm lattice, these move G from 2 to 1.95 e²/h at 0.02 K, to 1.90 e²/h with η = 0.001 meV at zero temperature, and to zero at zero temperature in a finite wire with nonzero δ. The field also raises the confinement level. The mean energy of the zero-field state in the field bounds this rise from above by 0.05 meV, a tenth of μ_c, and a gate can offset it. The confinement energy is 9 percent of a rough band gap of 190 meV. In a two-band estimate the mass rises by the factor √(1 + 4 × 0.093), or 17 percent, which is not included. Strain can shift the valleys and is not included; if it brought a second one to the Fermi level, the one-channel condition would fail. At 1 T the flux through the cross section is about 0.4 h/2e; its orbital effect on the induced pairing is not modelled, so Δ = 0.30 meV is an assumed value at that field. The g factor is taken as one isotropic number, although in PbTe it depends on the field direction relative to the valley axis. Charging energy and the energy dependence of the induced pairing are also left out. The remaining digits are in the numerical output.

Calculated quantities

```
PbTe masses, rough: long 0.24, trans 0.024 m_e
Wire width 40 nm, thickness 20 nm
Lowest valley confinement energy: 17.63 meV
Separation to next valley: 16.45 meV
Basis shift of separation, 10 to 16: -0.0075 meV
Mass along wire: 0.0480 m_e; from dispersion 0.0480 m_e
Rashba strength, rough: 50.0 meV nm
g factor, rough: 20.0; field 1.0 T
Zeeman energy VZ: 0.5788 meV; pairing 0.300 meV
Barrier: 10.0 meV high, 10.0 nm long
Mesh: 5.0 nm; lead chemical potential 0 meV
Critical chemical potential: 0.4950 meV
Bulk gap at mu=0.0 meV: 0.2788 meV
Bulk gap at mu=1.0 meV: 0.2245 meV
Bulk gap at critical mu: 7.3e-16 meV
R_he(0) at mu=0.0 meV: 1.00000000
R_he(0) at mu=1.0 meV: 0.00000000
G at mu=0.0 meV: 2.000000 e^2/h = 77.481 uS
G at mu=1.0 meV: 0.000000 e^2/h = 0.000 uS
Random junctions: 20; worst error in R_he(0): 5.5e-13
One junction at E=0.020 meV: R_ee=0.98471, R_he=0.01529
Its charge current per incident electron: 0.03058 e
Two-channel sum of R_he, min: 0.0140
Two-channel sum of R_he, max: 1.9609
Resonance half width gamma: 0.01853 meV
Gamma shift on halving mesh: -10.55 percent
R_he at E=gamma: 0.4988
Thermal energy at 0.02 K: 0.00172 meV
G at 0.02 K: 1.9487 e^2/h
G at 0.10 K: 1.4535 e^2/h
G with loss eta=0.0010 meV: 1.8994 e^2/h
Loss formula: 1.8976 e^2/h
End-mode decay length: 179.9 nm
Splitting delta at 620 nm: 0.017491 meV
Splitting delta at 1400 nm: 2.137e-04 meV
Splitting decay exponent, found/expected: 1.016
Finite wire, 620 nm: R_he(0)=2.2e-27
  E=0.00437 meV: R_he=0.0833, formula 0.0739
  E=0.01749 meV: R_he=0.9945, formula 1.0000
  E=0.05247 meV: R_he=0.1327, formula 0.1364
Dip half width at 620 nm: 1.053e-02 meV
Dip half width at 1400 nm: 2.464e-06 meV
First-order diamagnetic shift: 0.0479 meV
PbTe band gap, rough: 190 meV
Confinement energy / band gap: 0.093
```
